# Rolled radius of an equal bilayer with biaxial misfit

**Question**

I have a free-standing sheet made of two bonded layers, each 5 nm thick, with the same Young modulus and Poisson ratio $\nu=0.3$. Before bonding, one layer would be 2 percent longer than the other in both in-plane directions. After release the sheet rolls into a tube, and I want its radius.

Treating a strip as a one-dimensional beam, I get a curvature $3\varepsilon/(2H)$, with $\varepsilon=0.02$ and $H=10$ nm, so the radius is 333 nm. I then replaced $E$ by the biaxial modulus $E/(1-\nu)$, because the misfit is biaxial. The modulus cancels and I get 333 nm again. But a tube is curved in one direction only. Does Poisson's ratio enter after all? And why does the sheet form a tube, if the misfit is the same in both directions?

**Answer**

Your 333 nm belongs to a sheet that is free to curve equally in both directions. In a tube the axial curvature is held at zero, and this changes the stiffness against bending but not the moment that drives it. Poisson's ratio then survives.

**Strains and stresses**

I assume isotropic linear elasticity, a thin sheet, perfect bonding, no plastic flow, no surface stress and no external load. Let $h=5$ nm be the thickness of one layer and $H=2h$. Put $z=0$ at the interface, which is also the mid-surface, and let the longer layer occupy $z>0$. Its natural strain is $\varepsilon_i=\varepsilon$; for the other layer $\varepsilon_i=0$. Curvature is positive when the longer layer is outside. The elastic strains are the actual strains minus the natural ones:

$$e_x=a_x+\kappa_x z-\varepsilon_i,\qquad e_y=a_y+\kappa_y z-\varepsilon_i .$$

Here $x$ runs around the tube and $y$ along its axis. The faces are free and the sheet is thin, so $\sigma_z=0$ and Hooke's law reads

$$e_x=\frac{\sigma_x-\nu\sigma_y}{E},\qquad e_y=\frac{\sigma_y-\nu\sigma_x}{E}.$$

Adding $\nu$ times the second equation to the first eliminates $\sigma_y$:

$$\sigma_x=B(e_x+\nu e_y),\qquad B=\frac{E}{1-\nu^2},$$

and likewise for $\sigma_y$ with $x$ and $y$ exchanged.

**Force balance**

The sheet can change its length in both directions, so the net force per width vanishes in both. The terms linear in $z$ integrate to zero, and the misfit occupies half the thickness:

$$0=\int_{-h}^{h}\sigma_x\,dz=BH\left[a_x+\nu a_y-(1+\nu)\frac{\varepsilon}{2}\right].$$

The $y$ equation has $a_y+\nu a_x$ instead. Subtracting the two gives $(1-\nu)(a_x-a_y)=0$, so $a_x=a_y$, and then $a_x=a_y=\varepsilon/2$.

**Moment balance**

Multiply $\sigma_x$ by $z$ and integrate. The constants $a_x,a_y$ now drop out, and

$$\int_{-h}^{h}z^2dz=\frac{H^3}{12},\qquad \int_0^h z\,dz=\frac{h^2}{2}=\frac{H^2}{8}.$$

With $D=BH^3/12$, the misfit term is $B(1+\nu)\varepsilon H^2/8=D(1+\nu)\,3\varepsilon/(2H)$. Hence

$$M_x=D(\kappa_x+\nu\kappa_y)-D(1+\nu)\kappa_s,\qquad \kappa_s=\frac{3\varepsilon}{2H}.$$

If both curvatures are free, $M_x=M_y=0$ gives $\kappa_x=\kappa_y=\kappa_s$. The factor $1+\nu$ cancels because biaxial bending meets the biaxial stiffness. This is your result:

$$\kappa_s=\frac{3(0.02)}{2(10\ \text{nm})}=0.0030\ \text{nm}^{-1},\qquad \frac1{\kappa_s}=333\ \text{nm}.$$

In a tube $\kappa_y=0$, while $\kappa_x$ is still free, so $M_x=0$. The resisting moment is $D\kappa_x$, but the driving moment keeps its factor $1+\nu$:

$$\kappa_x=(1+\nu)\kappa_s,\qquad R=\frac{2H}{3(1+\nu)\varepsilon}.$$

For your sheet

$$R=\frac{2(10\ \text{nm})}{3(1.3)(0.02)}=256.4\ \text{nm},$$

or roughly 4800 bohr. This is the mid-surface radius; the inner and outer surfaces lie 5 nm to either side of it.

If the misfit existed around the tube only, the driving factor $(1+\nu)\varepsilon$ would become $\varepsilon$, and the tube radius would be 333 nm. The shorter radius thus needs both a biaxial misfit and a straight axis.

**What remains strained**

The hoop curvature is $0.0039\ \text{nm}^{-1}$. At the outer surface the elastic hoop strain is

$$0.010+(0.0039)(5)-0.020=+0.0095.$$

Just outside the interface it is $-0.010$, just inside it is $+0.010$, and at the inner surface it is $-0.0095$. The outer layer is therefore compressed near the interface and stretched near its free surface. Along the axis nothing has relaxed by bending: the elastic strain is $-1$ percent throughout the outer layer and $+1$ percent throughout the inner one.

These axial strains carry a moment

$$M_y=D[\nu\kappa_x-(1+\nu)\kappa_s]=-D(1-\nu^2)\kappa_s .$$

A free end cannot support it, so the shape must change near the ends. A radial displacement $w$ varying over a length $\ell$ costs hoop stretching of order $EH(w/R)^2$ and bending of order $EH^3(w/\ell^2)^2$ per area. Equating them gives $\ell\sim\sqrt{RH}$, about 51 nm here. The axial profile is distorted only over this length, but the radius is affected along the whole tube. The sheet is open, so its hoop curvature is free, and when the rolled arc is long that curvature is shared along the axis. The end profile obeys $Dw''''+EH\kappa_x^2w=0$ and decays as $e^{-\beta y}$ with $\beta^4=3(1-\nu^2)\kappa_x^2/H^2$, so $1/\beta=39$ nm. Releasing $M_y$ turns the end by $M_y/(D\beta)$ and lowers the energy by $M_y^2/(2D\beta)$ per hoop length at each end. For an axial length $L$ this adds $-M_y^2/(D\beta L)$ to the energy per area. Both $M_y$ and $\beta$ depend on $\kappa_x$, and minimizing over $\kappa_x$ gives, to first order in $1/(\beta L)$,

$$\frac{\Delta R}{R}\approx\frac{(1-\nu)(1+3\nu)}{2\beta L}\approx\frac{26\ \text{nm}}{L}.$$

Minimizing the full strip energy numerically gives $R=321$, 277, 264 and 259 nm for $L=200$, 400, 1000 and 3000 nm. The radius above is therefore the limit $L\gg\ell$, and it is reached to 1 percent only for $L$ above about 2.6 µm.

**Why a tube forms**

Bending energy alone does not favour it. The elastic energy per area is

$$W=\frac B2\int_{-h}^{h}(e_x^2+e_y^2+2\nu e_xe_y)\,dz .$$

In the flat sheet both strains are $\mp\varepsilon/2$, so $W_0=B(1+\nu)H\varepsilon^2/4$. Since $M_x=\partial W/\partial\kappa_x$, and likewise for $y$, integrating the moments gives the change on bending:

$$\Delta W_b=\frac D2(\kappa_x^2+\kappa_y^2+2\nu\kappa_x\kappa_y)-D(1+\nu)\kappa_s(\kappa_x+\kappa_y).$$

This is $-D(1+\nu)\kappa_s^2$ for equal curvatures $\kappa_s$, and $-D(1+\nu)^2\kappa_s^2/2$ for the cylinder. Using $D\kappa_s^2=3BH\varepsilon^2/16$ and dividing by $W_0$, the released fractions are $3/4$ and $3(1+\nu)/8$: 75 percent and 48.75 percent. The spherical shape would win if it cost nothing else.

It does cost something. A flat sheet cannot acquire Gaussian curvature $K=\kappa_x\kappa_y$ without in-plane stretching. Take a shallow disc of radius $a$ with uniform curvatures. Compatibility of the additional mid-surface strains $\eta$ requires

$$\partial_y^2\eta_x+\partial_x^2\eta_y-2\partial_x\partial_y\eta_{xy}=-K.$$

Write the forces per width as $N_x=\partial_y^2\phi$, $N_y=\partial_x^2\phi$ and $N_{xy}=-\partial_x\partial_y\phi$, which satisfies in-plane equilibrium. Hooke's law, $\eta_x=(N_x-\nu N_y)/(EH)$, $\eta_y=(N_y-\nu N_x)/(EH)$ and $\eta_{xy}=(1+\nu)N_{xy}/(EH)$, turns compatibility into $\nabla^4\phi=-EHK$. Because $\nabla^4r^4=64$, the regular radial solution is $\phi=-EHKr^4/64+cr^2$. Choosing $c$ so that $N_r=\phi'/r$ vanishes at the edge gives

$$N_r=\frac{EHK}{16}(a^2-r^2),\qquad N_\theta=\phi''=\frac{EHK}{16}(a^2-3r^2).$$

The energy density is $(N_r^2+N_\theta^2-2\nu N_rN_\theta)/(2EH)$. With $t=r^2$, the integrals over $0<t<a^2$ of $(a^2-t)^2$, $(a^2-3t)^2$ and their cross product are $a^6/3$, $a^6$ and $0$. The average stretching energy per area is therefore

$$W_s=\frac{1}{a^2}\,\frac{1}{2EH}\left(\frac{EHK}{16}\right)^2\frac{4a^6}{3}=\frac{EHK^2a^4}{384}.$$

It adds to $\Delta W_b$ without a cross term, because the stresses already present have zero net force through the thickness.

Now set $s=\kappa_x+\kappa_y$, so that $\kappa_x^2+\kappa_y^2=s^2-2K$. The total change is

$$\Delta W=\frac D2s^2-D(1+\nu)\kappa_s s-D(1-\nu)K+\frac{EHa^4}{384}K^2 .$$

Real curvatures require $K\le s^2/4$. Setting the derivatives with respect to $s$ and $K$ to zero, and using $D=EH^3/[12(1-\nu^2)]$, gives

$$s=(1+\nu)\kappa_s,\qquad K=\frac{192D(1-\nu)}{EHa^4}=\frac{16H^2}{(1+\nu)a^4}.$$

This minimum is allowed when $a\ge a_c$, where equality in $K\le s^2/4$ gives

$$a_c=\left[\frac{64H^2}{(1+\nu)^3\kappa_s^2}\right]^{1/4}=134\ \text{nm}.$$

For smaller discs there is no stationary point with $K<s^2/4$, so the minimum lies at equal curvatures $\kappa$. Putting $K=\kappa^2$, $s=2\kappa$ and differentiating gives

$$\kappa_s-\kappa=\frac{(1-\nu)a^4\kappa^3}{16H^2}.$$

As $a\to0$ within this plate model, $\kappa\to\kappa_s$ and your 333 nm returns. Above $a_c$ the two curvatures are

$$\kappa_{x,y}=\frac{(1+\nu)\kappa_s}{2}\left[1\pm\sqrt{1-\left(\frac{a_c}{a}\right)^4}\right].$$

These formulas give, in $\text{nm}^{-1}$:

| Disc radius (nm) | Larger curvature | Smaller curvature |
|---|---|---|
| 120.7 | 0.00212 | 0.00212 |
| 147.5 | 0.00305 | 0.00085 |
| 201.2 | 0.00370 | 0.00020 |

As the disc grows, one curvature tends to zero and the other to $(1+\nu)\kappa_s=0.0039\ \text{nm}^{-1}$, the tube value. In this model the tube wins because the stretching cost of a given uniform Gaussian curvature grows as $a^4$. For a disc of isotropic material, no rolling direction is preferred.

This disc model explains the selection but does not simulate a rolled tube. It assumes small slopes, and at $a=201$ nm the largest edge slope is already 0.74. It also assumes uniform curvature, whereas a real disc bends more near its free edge than at its centre. The tabulated curvatures are therefore rough, and the smaller one can be off by a factor of two or more. The 134 nm threshold is thus an estimate for a disc, not a limit for every sheet shape.

**How many digits to trust**

Linear strain does not distinguish 2 percent of the inner layer's length from 2 percent of the outer layer's. To see the effect, measure each layer's strain from its own natural length $L_i$:

$$e_x=\frac{\lambda_x(1+z/R)}{L_i}-1,\qquad e_y=\frac{\lambda_y}{L_i}-1 .$$

Here $\lambda_x,\lambda_y$ are the mid-surface lengths per unit reference length. I keep the same quadratic energy and fixed layer thicknesses, and minimize numerically by linear least squares. Natural lengths 1 and 1.02 for the inner and outer layers give $R=259.0$ nm; lengths 0.98 and 1 give 253.9 nm. Each differs from 256.4 nm by about 1 percent of that value.

So the answer for cylindrical bending is 256 nm, uncertain by about 3 nm from this ambiguity alone. Read literally, "2 percent longer than the other" means lengths 1 and 1.02, which gives 259 nm. The result applies to a tube several micrometres long along its axis, since shorter tubes are opened by their free ends, and to a sheet that makes less than one full turn, since contact between successive turns is not included.
